**Two-electron partition noise at a beam splitter**

The program tests $\mathrm{Var}\,N=2T(1-T)(1-J^2)$ for the number $N$ of electrons in one output, where $T$ is the transmission probability and $J$ is the modulus of the packet overlap. In an explicit many-electron Fock space it asserts the count probabilities with and without a filled sea, the need to project packets that dip into the sea, and the variance formula for Gaussian inputs. For Lorentzian voltage pulses it asserts the packet shape and overlap by quadrature, and the variance by a Fourier sum for a long repetition period. A double time integral confirms the thermal reduction of the pulse-induced variance. For widths of 20 and 30 ps, a delay of 25 ps and $T=0.4$, the output shows $J^2=0.768$ and a variance of 0.111, against 0.480 for orthogonal packets. A temperature of 20 mK lowers the pulse-induced part by 21%, while finite repetition, energy-dependent transmission and arrival jitter each change the variance by less than 3%. Coulomb interaction is not included.

## Program and output

```python
"""Two electrons in packets phi1, phi2 enter opposite inputs A, B of a splitter.
Result under test: the number N leaving through output C has variance
    Var N = 2 T (1-T) (1 - J^2),   J = |<phi1|phi2>|,
T = transmission A -> C, R = 1-T = transmission B -> C.
Equal filled Fermi seas in both inputs change nothing if the packets lie above them.
Example: levitons phi(t) = sqrt(w/pi)/(w + i(t-t0)), w = width, t0 = arrival time.
Working units: time in ps, energy in micro-eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

hbar = const.hbar / const.e * 1e18          # micro-eV ps
planck = 2 * np.pi * hbar
T = 0.4
R = 1 - T


def variance_formula(trans, overlap_squared):
    return 2 * trans * (1 - trans) * (1 - overlap_squared)


# ---------- many-electron Fock space: 4 modes in each output ----------
modes = 4
raise_one = np.array([[0.0, 0.0], [1.0, 0.0]])
parity = np.diag([1.0, -1.0])
create = []
for k in range(2 * modes):
    matrix = np.eye(1)
    for j in range(2 * modes):
        factor = parity if j < k else (raise_one if j == k else np.eye(2))
        matrix = np.kron(matrix, factor)
    create.append(matrix)
vacuum = np.zeros(2 ** (2 * modes), dtype=complex)
vacuum[0] = 1
count_C = sum(np.diag(create[k] @ create[k].T) for k in range(modes))


def input_operators(trans):
    t, r = np.sqrt(trans), np.sqrt(1 - trans)
    in_A = [t * create[k] + r * create[k + modes] for k in range(modes)]
    in_B = [r * create[k] - t * create[k + modes] for k in range(modes)]
    return in_A, in_B


def count_distribution(phi1, phi2, trans, sea):
    """Probabilities of 0, 1, 2 electrons in C above the sea (mode 0 filled)."""
    in_A, in_B = input_operators(trans)
    state = vacuum
    if sea:
        state = in_A[0] @ (in_B[0] @ state)
    state = sum(p * op for p, op in zip(phi2, in_B)) @ state
    state = sum(p * op for p, op in zip(phi1, in_A)) @ state
    weight = abs(state) ** 2
    weight /= weight.sum()
    excess = np.rint(count_C - (1 if sea else 0)).astype(int)
    return np.array([weight[excess == n].sum() for n in range(3)])


def variance_of(prob):
    n = np.arange(3)
    return prob @ n ** 2 - (prob @ n) ** 2


rng = np.random.default_rng(5)
worst = 0.0
for trans in (0.15, 0.4, 0.5, 0.8):
    for sea in (False, True):
        pair = rng.normal(size=(2, modes)) + 1j * rng.normal(size=(2, modes))
        if sea:
            pair[:, 0] = 0                   # packets above the sea
        pair /= np.linalg.norm(pair, axis=1)[:, None]
        J2 = abs(np.vdot(pair[0], pair[1])) ** 2
        prob = count_distribution(pair[0], pair[1], trans, sea)
        p_two = trans * (1 - trans) * (1 - J2)
        assert np.allclose(prob, [p_two, 1 - 2 * p_two, p_two], atol=1e-12)
        worst = max(worst, abs(variance_of(prob) - variance_formula(trans, J2)))
assert worst < 1e-12

# Packets partly inside the sea: only the projected overlap counts.
dipped1 = np.array([0.6, 0.8, 0, 0])
dipped2 = np.array([0.6, 0, 0.8, 0])
full_J2 = np.dot(dipped1, dipped2) ** 2
dipped_var = variance_of(count_distribution(dipped1, dipped2, T, True))
projected_J2 = (np.dot(dipped1[1:], dipped2[1:]) ** 2
                / (np.dot(dipped1[1:], dipped1[1:]) * np.dot(dipped2[1:], dipped2[1:])))
assert abs(dipped_var - variance_formula(T, projected_J2)) < 1e-12
assert abs(dipped_var - variance_formula(T, full_J2)) > 0.01

# Gaussian (for instance thermal) inputs with one-particle matrices G1, G2.
in_A, in_B = input_operators(T)
exponent = np.zeros((vacuum.size, vacuum.size), dtype=complex)
G = []
for ops in (in_A, in_B):
    h = rng.normal(size=(modes, modes)) + 1j * rng.normal(size=(modes, modes))
    h = (h + h.conj().T) / 2
    G.append(np.linalg.inv(np.eye(modes) + expm(h)))
    for i in range(modes):
        for j in range(modes):
            exponent -= h[i, j] * (ops[i] @ ops[j].T)
weight = np.diag(expm(exponent)).real
weight = weight / weight.sum()
gauss_var = weight @ count_C ** 2 - (weight @ count_C) ** 2
own_noise = [np.trace(g - g @ g).real for g in G]
mixing = np.trace((G[0] - G[1]) @ (G[0] - G[1])).real
assert abs(gauss_var - (T * own_noise[0] + R * own_noise[1] + T * R * mixing)) < 1e-9

# ---------- levitons ----------
w1, w2, delay = 20.0, 30.0, 25.0            # ps
period = 1000.0                             # ps
temperature = 0.020                         # K
step_scale = 200.0                          # micro-eV, energy scale of T(E)
jitter = 5.0                                # ps, rms of the delay


def leviton(t, w, t0):
    return np.sqrt(w / np.pi) / (w + 1j * (t - t0))


def leviton_energy(E, w, t0):
    return np.sqrt(2 * w / hbar) * np.exp((-w + 1j * t0) * E / hbar)


def phase_factor(t, w, t0):
    return (t - t0 + 1j * w) / (t - t0 - 1j * w)


def overlap_squared(wa, wb, d):
    return 4 * wa * wb / ((wa + wb) ** 2 + d ** 2)


# Whole time axis mapped on a finite angle.
points = 4000
angle = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
time = 100.0 * np.tan(angle)
time_weight = 100.0 / np.cos(angle) ** 2 * np.pi / points
packet1, packet2 = leviton(time, w1, 0), leviton(time, w2, delay)
assert abs(time_weight @ abs(packet1) ** 2 - 1) < 1e-9
J2_quadrature = abs(time_weight @ (packet1.conj() * packet2)) ** 2
J2 = overlap_squared(w1, w2, delay)
assert abs(J2_quadrature - J2) < 1e-9

# Positive energies alone rebuild the packet.
nodes, node_weight = np.polynomial.legendre.leggauss(300)
E_max = 40 * hbar / (2 * w1)
energy = (nodes + 1) * E_max / 2
energy_weight = node_weight * E_max / 2
for t in (-40.0, 3.0, 70.0):
    rebuilt = energy_weight @ (leviton_energy(energy, w2, delay)
                               * np.exp(-1j * energy * t / hbar)) / np.sqrt(planck)
    assert abs(rebuilt - leviton(t, w2, delay)) < 1e-8
spectrum1 = leviton_energy(energy, w1, 0)
spectrum2 = leviton_energy(energy, w2, delay)
mean_E1 = energy_weight @ (energy * abs(spectrum1) ** 2)
mean_E2 = energy_weight @ (energy * abs(spectrum2) ** 2)
assert abs(mean_E1 / (hbar / (2 * w1)) - 1) < 1e-8

# The pulse adds exactly one packet to the zero-temperature sea kernel.
for t, s in ((-33.0, 12.0), (5.0, 80.0)):
    sea_kernel = 1j / (2 * np.pi * (t - s))
    added = (phase_factor(t, w1, 0) * np.conj(phase_factor(s, w1, 0)) - 1) * sea_kernel
    assert abs(added - leviton(t, w1, 0) * np.conj(leviton(s, w1, 0))) < 1e-12


def train_variance(P, d, samples=2 ** 14):
    """Variance per period for pulse trains on filled seas, zero temperature."""
    t = np.arange(samples) * P / samples

    def factor(w, t0):
        return (np.sin(np.pi * (t - t0 + 1j * w) / P)
                / np.sin(np.pi * (t - t0 - 1j * w) / P))
    p_n = np.fft.fft(factor(w1, 0) * np.conj(factor(w2, d))) / samples
    n = np.fft.fftfreq(samples, 1 / samples)
    return T * R * np.sum(abs(n) * abs(p_n) ** 2)


variance = variance_formula(T, J2)
variance_long_period = train_variance(20000.0, delay)
assert abs(variance_long_period / variance - 1) < 1e-3   # finite period, order (w/P)^2
variance_train = train_variance(period, delay)

# ---------- temperature ----------
thermal_time = hbar / (const.k * temperature / const.e * 1e6)


def thermal_factor(w):
    def integrand(s):
        x = np.pi * s / thermal_time
        damping = 1.0 if x < 1e-8 else (x / np.sinh(x)) ** 2
        return 2 * (2 * w / np.pi) / (s ** 2 + 4 * w ** 2) * damping
    return quad(integrand, 0, 3000, limit=300, epsabs=1e-11)[0]


K1, K2 = thermal_factor(w1), thermal_factor(w2)
variance_warm = T * R * (1 - J2) * (K1 + K2)


def combined_phase(t):
    return phase_factor(t, w1, 0) * np.conj(phase_factor(t, w2, delay))


ds = 4.0
double_integral = 0.0
phase_now = combined_phase(time)
for s in np.arange(ds / 2, 1500, ds):
    kernel_squared = (1 / (2 * thermal_time * np.sinh(np.pi * s / thermal_time))) ** 2
    change = abs(phase_now - combined_phase(time - s)) ** 2
    double_integral += 2 * ds * kernel_squared * (time_weight @ change)
assert abs(T * R * double_integral / variance_warm - 1) < 1e-5
background = period / (2 * np.pi * thermal_time)      # k_B Theta t / h, t = one period
# Same background from the Fermi function f: integral of f(1-f) dE t/h.
kT = hbar / thermal_time
fermi_integral = quad(lambda E: 0.25 / np.cosh(E / (2 * kT)) ** 2, -60 * kT, 60 * kT,
                      points=[0])[0]
assert abs(fermi_integral * period / planck / background - 1) < 1e-7


# ---------- energy-dependent transmission ----------
def variance_energy_dependent(scale):
    trans = 1 / (1 + R / T * np.exp(-energy / scale))
    first = energy_weight @ (trans * abs(spectrum1) ** 2)
    second = energy_weight @ ((1 - trans) * abs(spectrum2) ** 2)
    cross = energy_weight @ (np.sqrt(trans * (1 - trans)) * spectrum1.conj() * spectrum2)
    return first + second - first ** 2 - second ** 2 - 2 * abs(cross) ** 2


assert abs(variance_energy_dependent(1e12) - variance) < 1e-8
variance_step = variance_energy_dependent(step_scale)

# ---------- arrival jitter ----------
x, gw = np.polynomial.hermite.hermgauss(40)
J2_jitter = gw @ overlap_squared(w1, w2, delay + np.sqrt(2) * jitter * x) / np.sqrt(np.pi)
variance_jitter = variance_formula(T, J2_jitter)

rate = 1e12 / period                         # 1/s
noise = 2 * const.e ** 2 * rate * variance
noise_independent = 2 * const.e ** 2 * rate * variance_formula(T, 0)


def percent(value):
    return 100 * (value / variance - 1)


print(f"Fock-space check, largest variance error: {worst:.1e}")
print(f"packets dipping into sea: true variance {dipped_var:.4f}")
print(f"  unprojected J^2 {full_J2:.4f} would give {variance_formula(T, full_J2):.4f}")
print(f"transmission T = {T:.2f}")
print(f"widths w1, w2 = {w1:.0f}, {w2:.0f} ps; delay = {delay:.0f} ps")
print(f"mean energies = {mean_E1:.2f}, {mean_E2:.2f} micro-eV")
print(f"J^2 by time quadrature = {J2_quadrature:.6f}")
print(f"J^2 by formula = {J2:.6f}; J = {np.sqrt(J2):.4f}")
print(f"P(2) = P(0) = {variance / 2:.5f}; P(1) = {1 - variance:.5f}")
print(f"variance = {variance:.5f}")
print(f"variance for J = 0: {variance_formula(T, 0):.5f}")
print(f"variance from Fourier sum, period 20 ns = {variance_long_period:.5f}")
for d in (0.0, 25.0, 50.0, 100.0, 200.0):
    j2 = overlap_squared(w1, w2, d)
    print(f"delay {d:5.0f} ps: J^2 = {j2:.4f}, variance = {variance_formula(T, j2):.4f}")
print(f"repetition rate = {rate / 1e9:.2f} GHz")
print(f"current noise S = {noise:.3e} A^2/Hz")
print(f"current noise for J = 0: {noise_independent:.3e} A^2/Hz")
print("neglected effects, each alone:")
print(f"temperature = {1e3 * temperature:.0f} mK; k_B Theta = {kT:.3f} micro-eV")
print(f"thermal factors K1, K2 = {K1:.4f}, {K2:.4f}")
print(f"pulse-induced variance = {variance_warm:.5f} ({percent(variance_warm):+.1f} %)")
print(f"thermal background per period = {background:.4f} (variance)")
print(f"period {period:.0f} ps: variance = {variance_train:.5f}"
      f" ({percent(variance_train):+.2f} %)")
print(f"T(E) step scale = {step_scale / 1e3:.2f} meV")
print(f"  variance = {variance_step:.5f} ({percent(variance_step):+.2f} %)")
print(f"jitter {jitter:.0f} ps rms: mean J^2 = {J2_jitter:.4f}")
print(f"  variance = {variance_jitter:.5f} ({percent(variance_jitter):+.2f} %)")
print("PASS")
```

It prints:

```
Fock-space check, largest variance error: 2.8e-16
packets dipping into sea: true variance 0.4800
  unprojected J^2 0.1296 would give 0.4178
transmission T = 0.40
widths w1, w2 = 20, 30 ps; delay = 25 ps
mean energies = 16.46, 10.97 micro-eV
J^2 by time quadrature = 0.768000
J^2 by formula = 0.768000; J = 0.8764
P(2) = P(0) = 0.05568; P(1) = 0.88864
variance = 0.11136
variance for J = 0: 0.48000
variance from Fourier sum, period 20 ns = 0.11136
delay     0 ps: J^2 = 0.9600, variance = 0.0192
delay    25 ps: J^2 = 0.7680, variance = 0.1114
delay    50 ps: J^2 = 0.4800, variance = 0.2496
delay   100 ps: J^2 = 0.1920, variance = 0.3878
delay   200 ps: J^2 = 0.0565, variance = 0.4529
repetition rate = 1.00 GHz
current noise S = 5.717e-30 A^2/Hz
current noise for J = 0: 2.464e-29 A^2/Hz
neglected effects, each alone:
temperature = 20 mK; k_B Theta = 1.723 micro-eV
thermal factors K1, K2 = 0.8218, 0.7516
pulse-induced variance = 0.08761 (-21.3 %)
thermal background per period = 0.4167 (variance)
period 1000 ps: variance = 0.11048 (-0.79 %)
T(E) step scale = 0.20 meV
  variance = 0.11391 (+2.29 %)
jitter 5 ps rms: mean J^2 = 0.7667
  variance = 0.11200 (+0.58 %)
PASS
```
